# Torque method for magnetic anisotropy and the 45-degree rule, part 2

The free energy of a ferromagnet depends on the direction of its magnetization relative to the crystal axes. Here this anisotropy arises from spin-orbit coupling. The problem is to find it from the slope of the free energy at one angle, and to ask when one slope is enough.

The exchange field points along \(\mathbf n\), at angle \(\theta\) from the crystal axis \(z\) towards \(x\). The Hamiltonian is

\[
H(\theta)=H_{\rm kin}-\frac{\Delta}{2}\,\mathbf n\cdot\boldsymbol\sigma+\frac{\xi}{\hbar^2}\,\mathbf L\cdot\mathbf S .
\]

\(H_{\rm kin}\) contains hopping and the crystal potential, \(\Delta\) is the exchange splitting and \(\xi\) the spin-orbit strength. With \(\mathbf L=\hbar\,\mathbf l\) and \(\mathbf S=\hbar\boldsymbol\sigma/2\), where \(\boldsymbol\sigma\) contains the Pauli matrices, the last term is \(\frac{\xi}{2}\,\mathbf l\cdot\boldsymbol\sigma\). \(H_{\rm kin}\), \(\Delta\) and \(\xi\) do not change with \(\theta\).

A spin rotation about \(y\) turns \(H\) into \(H'\), with the same eigenvalues \(\varepsilon_i\), a fixed exchange term and the spin-orbit term

\[
\begin{aligned}
H_{\rm so}(\theta)=\frac{\xi}{2}\big[
&l_x(\cos\theta\,\sigma_x+\sin\theta\,\sigma_z)+l_y\sigma_y\\
&+l_z(\cos\theta\,\sigma_z-\sin\theta\,\sigma_x)\big].
\end{aligned}
\]

The smearing energy is \(w=k_{\rm B}T_{\rm el}\), with \(T_{\rm el}\) the temperature in the Fermi function, and \(\mu\) is the chemical potential. The grand potential is \(\Omega={\rm Tr}\,g(H')\), with

\[
g(\varepsilon)=-w\ln\left[1+e^{(\mu-\varepsilon)/w}\right],
\]

and

\[
F=\Omega+\mu N,\qquad
\frac{\partial\Omega}{\partial\mu}=-\sum_i f_i=-N .
\]

Traces and sums over states are per atom. The slope \(\tau=dF/d\theta\), called the torque, is an energy per radian.

The example is a square monolayer with lattice constant \(a\), five \(d\) orbitals per atom and nearest-neighbour hopping:

\[
H_{\rm kin}(\mathbf k)=2\cos(k_xa)\,h(l_x^2)+2\cos(k_ya)\,h(l_y^2),
\]

\[
h(q)=V_\sigma\frac{(1-q)(4-q)}{4}+V_\pi\frac{q(4-q)}{3}+V_\delta\frac{q(q-1)}{12},
\]

\[
V_\sigma=-0.5\ {\rm eV},\qquad V_\pi=0.3\ {\rm eV},\qquad V_\delta=-0.05\ {\rm eV}.
\]

The other parameters are \(\Delta=2.0\) eV, \(\xi=0.1\) eV, \(w=0.1\) eV and \(N=8\). On a uniform \(40\times40\) mesh of wave vectors, \(\tau(45^\circ)=-0.9408\) meV.

## Second half: from one torque to an energy difference

The direction \(\mathbf n=(\sin\theta,0,\cos\theta)\) is that of the exchange field. The free energy per atom at fixed electron number \(N\) and smearing energy \(w\) is \(F(\theta)\), and \(\tau=dF/d\theta\) is its slope. In the spin frame, the Hamiltonian \(H'\) consists of the spin-independent part \(H_{\rm kin}\), the fixed exchange term \(-\Delta\sigma_z/2\), and \(H_{\rm so}(\theta)\), which is proportional to the spin-orbit strength \(\xi\). The first half showed that

\[
\tau(\theta)=\sum_i f_i\left\langle\psi_i\left|\frac{\partial H_{\rm so}}{\partial\theta}\right|\psi_i\right\rangle ,
\]

where \(f_i\) are the Fermi occupations of the eigenstates \(\psi_i\) of \(H'\). For the square monolayer with \(\Delta=2.0\) eV, \(\xi=w=0.1\) eV and \(N=8\), the torque at \(45^\circ\) is \(-0.9408\) meV. The quantity now sought is

\[
\Delta F=F(90^\circ)-F(0).
\]

A positive \(\Delta F\) means that \(z\) is lower in free energy than \(x\), and a negative one means the reverse.

### (e) Which angular functions are allowed?

**Question.** Use time reversal to find the period of \(F(\theta)\). What further condition makes \(F\) an even function of \(\theta\)?

**Solution.** Time reversal changes the signs of \(\mathbf l\) and \(\boldsymbol\sigma\). The product \(\mathbf l\cdot\boldsymbol\sigma\) is therefore unchanged, while the exchange term changes sign. The nonmagnetic part \(H_{\rm kin}\) is taken to be invariant. Time reversal thus maps the crystal Hamiltonian for \(\mathbf n\) onto that for \(-\mathbf n\), with the same set of eigenvalues. Since \(\theta\to\theta+\pi\) reverses \(\mathbf n\),

\[
F(\theta+\pi)=F(\theta).
\]

At finite \(w\) the free energy is a smooth function of \(\theta\). It can be written as the Fourier series

\[
F(\theta)=a_0+\sum_{m=1}^{\infty}\left[a_m\cos2m\theta+b_m\sin2m\theta\right],
\]

which may be differentiated term by term.

Suppose next that the crystal has a twofold rotation axis along \(z\). Rotate orbitals and spins together by \(180^\circ\) about this axis. The spin-orbit product and \(H_{\rm kin}\) are unchanged, while

\[
(\sin\theta,0,\cos\theta)\longrightarrow(-\sin\theta,0,\cos\theta).
\]

The new direction has angle \(-\theta\). Hence \(F(-\theta)=F(\theta)\), and every \(b_m\) vanishes.

A twofold axis along \(x\) has the same effect. It maps \(\theta\) to \(\pi-\theta\), which is equivalent to \(-\theta\) because the period is \(\pi\). A mirror plane perpendicular to \(z\) or to \(x\) serves equally well. Spin and orbital angular momentum are axial vectors, so such a mirror acts on \(\mathbf n\) as the half-turn about its normal does. Time reversal alone does not make \(F\) even: the function \(\sin2\theta\) has period \(\pi\) but is odd.

### (f) When does one torque give the energy difference?

**Question.** First take the uniaxial form

\[
F=F_0+K_1\sin^2\theta+K_2\sin^4\theta
\]

and compare \(\tau(45^\circ)\) with \(\Delta F\). Then add \(K_3\sin^6\theta\), and finally treat the general Fourier series.

**Solution.** With the sixth-power term included, the chain rule gives

\[
\tau=2K_1\sin\theta\cos\theta+4K_2\sin^3\theta\cos\theta+6K_3\sin^5\theta\cos\theta .
\]

At \(45^\circ\), \(\sin\theta\cos\theta=1/2\) and \(\sin^2\theta=1/2\). The three terms become

\[
\begin{aligned}
\tau(45^\circ)
&=2K_1\cdot\frac12+4K_2\cdot\frac12\cdot\frac12+6K_3\cdot\frac14\cdot\frac12\\
&=K_1+K_2+\frac34K_3 .
\end{aligned}
\]

The energy difference is \(\Delta F=K_1+K_2+K_3\), because \(\sin\theta\) rises from 0 to 1. For the uniaxial form with two constants, \(K_3=0\) and

\[
\boxed{\;\tau(45^\circ)=K_1+K_2=F(90^\circ)-F(0)\;}
\]

With the third constant present,

\[
\tau(45^\circ)-\Delta F=-\frac{K_3}{4}.
\]

In the two-constant form, the torque at \(45^\circ\) thus gives \(K_1+K_2\), not \(K_1\) alone. The choice of angle can be understood by dividing the two-constant torque by \(\sin2\theta\):

\[
\frac{\tau(\theta)}{\sin2\theta}=K_1+2K_2\sin^2\theta .
\]

For nonzero \(K_2\), this equals \(K_1+K_2\) when \(\sin^2\theta=1/2\). Between \(0\) and \(90^\circ\), that is the angle \(45^\circ\). If \(K_2=0\), any angle strictly between these limits would serve after division by \(\sin2\theta\).

For the general series, differentiation at \(\theta=\pi/4\) gives

\[
\tau(45^\circ)=\sum_{m\ge1}2m\left[-a_m\sin\frac{m\pi}{2}+b_m\cos\frac{m\pi}{2}\right].
\]

The energy difference contains no \(b_m\), since \(\sin m\pi=0\):

\[
\Delta F=\sum_{m\ge1}a_m(\cos m\pi-1)=-2\sum_{m\ {\rm odd}}a_m .
\]

Even \(a_m\) contribute to neither quantity. For odd \(m\), the factor \(\sin(m\pi/2)\) is \(+1\) for \(m=1,5,\ldots\) and \(-1\) for \(m=3,7,\ldots\). The contribution of \(a_m\) to \(\tau(45^\circ)-\Delta F\) is

\[
2a_m\left[1-m\sin\frac{m\pi}{2}\right],
\]

which gives 0, \(8a_3\), \(-8a_5\) and \(16a_7\) for the first four odd values. The factor \(\cos(m\pi/2)\) vanishes for odd \(m\) and alternates in sign for even \(m\). Altogether,

\[
\begin{aligned}
\tau(45^\circ)-\Delta F={}&8a_3-8a_5+16a_7-\cdots\\
&-4b_2+8b_4-\cdots .
\end{aligned}
\]

The coefficient \(b_1\) is absent. It shifts the extrema of a pure second harmonic away from the crystal axes, but it does not spoil the equality. In that case \(\Delta F\) still compares \(z\) with \(x\), although these need not be the lowest and highest directions.

To relate the two descriptions, put \(C=\cos2\theta\), so that \(\sin^2\theta=(1-C)/2\). With \(C^2=(1+\cos4\theta)/2\) and \(C^3=(3C+\cos6\theta)/4\), the higher powers are

\[
\begin{aligned}
\sin^4\theta&=\frac{3-4\cos2\theta+\cos4\theta}{8},\\
\sin^6\theta&=\frac{10-15\cos2\theta+6\cos4\theta-\cos6\theta}{32}.
\end{aligned}
\]

Reading off the coefficients gives

\[
a_1=-\frac{K_1+K_2}{2}-\frac{15K_3}{32},\qquad
a_2=\frac{K_2}{8}+\frac{3K_3}{16},\qquad
a_3=-\frac{K_3}{32}.
\]

The last relation turns \(8a_3\) into \(-K_3/4\), in agreement with the direct calculation. Solving from the last relation backwards gives

\[
\begin{aligned}
K_3&=-32a_3,\\
K_2&=8a_2-\frac32K_3,\\
K_1&=-2a_1-K_2-\frac{15}{16}K_3 .
\end{aligned}
\]

### (g) Why can the error be small?

**Question.** For weak spin-orbit coupling at finite smearing, find the lowest power of \(\xi\) that can appear in \(a_m\) and \(b_m\).

**Solution.** Write \(H'=H_0+\xi v(\theta)\). Here \(H_0\) is independent of \(\theta\), and \(v\) is linear in \(\cos\theta\) and \(\sin\theta\), apart from a constant term. At finite \(w\), the function \(g\) in \(\Omega={\rm Tr}\,g(H')\) is analytic in a strip around the real energy axis. A closed contour in this strip can surround the spectrum, so that

\[
\Omega=\oint\frac{dz}{2\pi i}\,g(z)\,{\rm Tr}\,\frac{1}{z-H_0-\xi v}.
\]

Let \(G=(z-H_0)^{-1}\). For sufficiently small \(\xi\), the geometric series

\[
\frac{1}{z-H_0-\xi v}=G+\xi GvG+\xi^2GvGvG+\cdots
\]

converges on the contour. Its term of order \(\xi^p\) contains \(p\) factors of \(v\). It is therefore a polynomial of degree at most \(p\) in \(\cos\theta\) and \(\sin\theta\), and contains harmonics no higher than \(p\theta\).

The chemical potential preserves this rule. At fixed \(N\), expand \(\mu\) in powers of \(\xi\) and solve \(\partial\Omega/\partial\mu=-N\) order by order. The unknown coefficient at order \(p\) is multiplied by \(\partial^2\Omega/\partial\mu^2\) at \(\xi=0\), which is nonzero at finite smearing. The other terms are products whose orders add to \(p\), and their angular degrees add in the same way. The coefficient of \(\xi^p\) in \(F\) thus also has harmonics no higher than \(p\theta\).

A term in \(2m\theta\) requires \(p\ge2m\). Hence

\[
a_m,\ b_m=O(\xi^{2m}).
\]

With a twofold axis along \(z\) or \(x\), the error of the \(45^\circ\) rule starts at order \(\xi^6\) through \(a_3\), while the anisotropy can start at \(\xi^2\). If the \(\xi^2\) coefficient is nonzero, the relative error is of order \(\xi^4\). If that coefficient is small through cancellation, the relative error can be larger. Without an axis or mirror plane that makes \(F\) even, \(b_2\) permits an error already at order \(\xi^4\).

These powers can be seen in the monolayer at \(w=0.2\) eV on a \(24\times24\) mesh. For each of two values of \(\xi\), the coefficients follow from free energies at 20 equally spaced angles \(\theta_j\) over half a turn:

\[
a_m=\frac{2}{20}\sum_{j=0}^{19}F(\theta_j)\cos2m\theta_j .
\]

The effective exponent between \(\xi=0.05\) and \(0.10\) eV is \(\log_2|a_m(0.10)/a_m(0.05)|\). It is 1.91 for \(a_1\), 3.90 for \(a_2\) and 5.96 for \(a_3\), close to the leading powers 2, 4 and 6. Higher orders in \(\xi\) allow departures from these integers at finite coupling.

### (h) Does the rule hold for the metallic monolayer?

**Question.** Return to \(\xi=w=0.1\) eV. Compare the torque at \(45^\circ\) with the free-energy difference, and account for the discrepancy.

**Solution.** Separate numerical diagonalizations on the \(40\times40\) mesh give

\[
F(0)=-3.246084\ {\rm eV},\qquad
F(90^\circ)=-3.247026\ {\rm eV}.
\]

The second value is lower, and the difference from the unrounded energies is \(\Delta F=-0.9415\) meV. It is about \(3\times10^{-4}\) of the magnitude of either free energy, so the subtraction removes several leading digits. The torque method avoids subtracting two total free energies, although positive and negative terms also largely cancel within its own sum over states.

To resolve the small discrepancy, more digits are needed:

\[
\begin{aligned}
\tau(45^\circ)-\Delta F
&=-0.940796-(-0.941477)\\
&=0.000681\ {\rm meV}.
\end{aligned}
\]

This is about 0.07% of the magnitude of \(\Delta F\). The 20-angle Fourier sums, now applied at \(\xi=w=0.1\) eV on the \(40\times40\) mesh, give

\[
K_1=-0.98993,\qquad K_2=0.05118,\qquad K_3=-0.00273,
\]

all in meV. These values assume that the series stops at \(\sin^6\theta\). Including a term \(K_4\sin^8\theta\) gives \(K_4=0.00015\) meV and shifts the others to \(K_1=-0.98996\), \(K_2=0.05136\) and \(K_3=-0.00302\) meV, while the Fourier term \(8a_3\) does not depend on where the series is cut. In the three-constant form \(8a_3=-K_3/4\), so the third constant predicts the discrepancy

\[
-\frac{K_3}{4}=\frac{0.00273}{4}=0.00068\ {\rm meV},
\]

which agrees with the direct subtraction at this precision. The constants also show what the torque measures: \(K_1+K_2=-0.9388\) meV, and adding \(3K_3/4=-0.0020\) meV gives \(-0.9408\) meV. Taking the torque for \(K_1\) alone would miss the magnitude of \(K_1\) by about 5%.

The negative sign of \(\Delta F\) means that, in this model at \(w=0.1\) eV, the direction \(x\) in the plane is favoured over the normal \(z\). For a chosen lattice constant \(a=0.25\) nm, the torque corresponds to the areal energy density

\[
\frac{\tau(45^\circ)}{a^2}
=\frac{-0.9408\times10^{-3}\ {\rm eV}}{(0.25\times10^{-9}\ {\rm m})^2}
=-2.41\ {\rm mJ\,m^{-2}},
\]

where the electronvolt has been converted to joules. This value belongs to the stated model and smearing, and so do the sign of \(\Delta F\) and the small error of the rule. The smearing \(w=0.1\) eV corresponds to about 1160 K. On finer meshes, \(w=0.025\) eV (about 290 K) gives \(\Delta F=-0.090\) meV, and the \(45^\circ\) torque then misses it by 4%. At \(w=0.01\) eV the difference is about \(+0.09\) meV, so \(z\) lies lower than \(x\). Stronger spin-orbit coupling also weakens the rule: at \(w=0.1\) eV the error is 3% for \(\xi=0.3\) eV and 11% for \(\xi=0.5\) eV.

### (i) What changes without a twofold axis along \(z\) or \(x\)?

**Question.** Add the on-site orbital term

\[
H_{\rm low}=D(l_xl_z+l_zl_x),\qquad D=0.1\ {\rm eV},
\]

to the monolayer. Why can the \(45^\circ\) rule become less accurate, and how can the odd part of \(F\) be removed?

**Solution.** A half-turn about \(z\) changes the sign of \(l_x\) but not of \(l_z\), so it reverses \(H_{\rm low}\). A half-turn about \(x\) reverses \(l_z\) and has the same effect. Neither rotation is now a symmetry, and the coefficients \(b_m\) may be nonzero. The half-turn about \(y\) remains a symmetry, but it only reverses \(\mathbf n\) and so places no restriction on the \(b_m\). Time reversal still holds, because \(H_{\rm low}\) is quadratic in \(\mathbf l\).

With the other parameters and the mesh unchanged, the calculation gives \(\tau(45^\circ)=-1.1191\) meV and \(\Delta F=-1.1371\) meV. Their difference is

\[
-1.1191-(-1.1371)=0.0180\ {\rm meV},
\]

or 1.6% of the magnitude of this crystal's \(\Delta F\). The Fourier term \(-4b_2\) is \(0.0183\) meV and accounts for most of it. The remaining harmonics in the formula of part (f) supply the small difference.

A second torque removes all the \(b_m\) terms. Between \(45^\circ\) and \(-45^\circ\), the \(a_m\) terms of \(\tau\), which contain sines, change sign, while the \(b_m\) terms, which contain cosines, do not. Therefore

\[
\frac{\tau(45^\circ)-\tau(-45^\circ)}{2}
=-\sum_{m\ge1}2m\,a_m\sin\frac{m\pi}{2}
=\Delta F+8a_3-8a_5+\cdots .
\]

The error from \(a_3\) and higher odd coefficients remains. When it matters, the torque can be integrated over the whole interval,

\[
\Delta F=\int_0^{\pi/2}\tau(\theta)\,d\theta ,
\]

which follows from \(\tau=dF/d\theta\) and requires no assumption about the angular form of \(F\).
